\section*{Honest Error Bars for Monte Carlo Trajectories with Slow Intervalley Transfer}

\section{Twenty thousand samples that are worth far fewer}

A simulated electron is followed for 100 ns and its velocity along the electric force is recorded every 5 ps, which gives 20000 samples. Dividing their standard deviation by $\sqrt{20000}$ gives an error of $0.048\times10^6$ cm/s for the mean velocity. When the run is repeated 600 times with independent random numbers, the means scatter by $0.090\times10^6$ cm/s. Intervals built from the naive error and meant to hold the true mean in 95\% of runs hold it in 69\%.

The spacing of 5 ps is about twice the time between collisions in the faster valleys, so the electron has mostly forgotten its momentum from one sample to the next. It has not forgotten which valley it is in. That memory lasts 100 ps.

\section{Eight samples by hand}

Let a fair coin choose the velocity 3 or 1, and let each choice be recorded twice. Four tosses may give
\[
3,\,3,\,1,\,1,\,1,\,1,\,3,\,3 .
\]
The mean is 2 and each deviation is $\pm1$. The sample variance is $8/7$, and the naive variance of the mean is $(8/7)/8=1/7$.

Now average each pair. The four pair means $3,1,1,3$ are independent, their sample variance is $4/3$, and the estimated variance of the overall mean is $(4/3)/4=1/3$. The true value is $1/4$, because one toss has variance 1 and there are four tosses. The pair estimate misses in this record but has the right expectation. The naive one does not: the expected sum of squared deviations is $8(1-1/4)=6$, so its expectation is $6/(7\cdot8)=0.107$.

The true value also follows from correlations. The variance of the mean is the sum of the covariances of all $8\times8$ ordered pairs of samples, divided by $8^2$. Eight diagonal entries equal 1. Each of the four duplicated pairs adds two more entries equal to 1. The result is $(8+8)/64=1/4$.

Batches of four samples have means 2 and 2, and they give an estimated error of zero. Batches must be long enough to be independent and numerous enough to reveal their scatter.

\section{The variance of a correlated mean}

Let $x_1,\dots,x_n$ be a stationary record with variance $\sigma^2$ and correlation $\rho_j$ at lag $j$. There are $n-j$ pairs at lag $j$, each counted in two orders, so
\begin{equation}
\mathrm{Var}_n\equiv\mathrm{Var}(\bar x)
=\frac{\sigma^2}{n}\Big[1+2\sum_{j=1}^{n-1}\Big(1-\frac jn\Big)\rho_j\Big].
\label{var}
\end{equation}
If the correlations die out well within the record, $j/n$ is negligible wherever $\rho_j$ matters, and
\begin{equation}
\mathrm{Var}_n\simeq\frac{\sigma^2 I}{n},\qquad I=1+2\sum_{j=1}^{\infty}\rho_j .
\label{I}
\end{equation}
The record is worth $n/I$ independent samples. In continuous time, with autocovariance $C(t)$, the same counting gives $\mathrm{Var}(\bar v)\simeq 2D/t_{\rm run}$, where $D=\int_0^\infty C\,dt$ is the diffusion coefficient along the force. The integrated autocorrelation time is $\tau=D/\sigma^2$.

\section{An electron with two memories}

The algebra uses atomic units, with temperature $T$ as an energy. There are two groups of valleys, $s=1,2$. Between events the velocity along the force $F$ grows at the rate $a_s=F/m_s$. Events occur at a constant total rate $g_s$, of which $k_s$ is the rate of transfer to the other group. Every event redraws the velocity from a Maxwellian of zero mean and variance $T/m_s$, with $s$ the group of arrival.

A trajectory is made flight by flight: draw an exponential duration with mean $1/g_s$, accelerate, change group with probability $k_s/g_s$, redraw the velocity, and repeat. Velocities are read at equally spaced times, after an initial stretch of several valley relaxation times has been discarded.

\subsection{Mean and variance}

Let $K=k_1+k_2$. Stationary occupations $p_s$ balance the transfers, $k_1p_1=k_2p_2$, so $p_1=k_2/K$ and $p_2=k_1/K$.

Let $M_s$ be the average of $v$ counted when the electron is in group $s$, and zero otherwise. Acceleration feeds it, events remove it, and arrivals bring zero on average:
\[
0=a_sp_s-g_sM_s,\qquad u_s\equiv \frac{M_s}{p_s}=\frac{a_s}{g_s}.
\]
For the similar average $Q_s$ of $v^2$, arrivals bring $T/m_s$ each. With $s'$ the other group, their rate is $(g_s-k_s)p_s+k_{s'}p_{s'}=g_sp_s$, by the balance of transfers. Hence
\[
0=2a_sM_s-g_sQ_s+g_sp_s\frac{T}{m_s},\qquad
\frac{Q_s}{p_s}=\frac{T}{m_s}+2u_s^2 .
\]
Subtracting $u_s^2$ gives the variance within a group, $w_s=T/m_s+u_s^2$.

Let $V=p_1u_1+p_2u_2$ be the overall mean and $\Delta=u_1-u_2$. Then $u_1-V=p_2\Delta$ and $u_2-V=-p_1\Delta$. The spread between groups is $p_1p_2^2\Delta^2+p_2p_1^2\Delta^2=p_1p_2\Delta^2$, since $p_1+p_2=1$. Therefore
\begin{equation}
\sigma^2=p_1w_1+p_2w_2+p_1p_2\Delta^2 .
\end{equation}

\subsection{The autocovariance}

Let $f_s(v,t)$ be the expected velocity after time $t$, given $v$ and $s$ now. In the first short interval the electron either accelerates or has an event, so
\[
\partial_tf_s=a_s\partial_vf_s+(g_s-k_s)(\langle f_s\rangle-f_s)
+k_s(\langle f_{s'}\rangle-f_s),
\]
where $\langle f_s\rangle$ averages over the Maxwellian of group $s$. Try $f_s=A_sv+B_s$, with $A_s(0)=1$, $B_s(0)=0$. The Maxwellian has zero mean, so $\langle f_s\rangle=B_s$. Matching the terms in $v$ and the constants gives
\[
\dot A_s=-g_sA_s,\qquad \dot B_s=a_sA_s+k_s(B_{s'}-B_s).
\]
Thus $A_s=e^{-g_st}$, and $\beta=B_1-B_2$ obeys
\[
\dot\beta=a_1e^{-g_1t}-a_2e^{-g_2t}-K\beta,\qquad \beta(0)=0.
\]
Since $\int_0^te^{-K(t-t')}e^{-gt'}dt'=(e^{-gt}-e^{-Kt})/(K-g)$,
\[
\beta=a_1\frac{e^{-g_1t}-e^{-Kt}}{K-g_1}-a_2\frac{e^{-g_2t}-e^{-Kt}}{K-g_2}.
\]
Equal rates are handled by taking the limit.

The autocovariance is the stationary average of $(v-V)f_s$. Within a group, $v(v-V)$ averages to $w_s+u_s(u_s-V)$. The constants contribute $p_1p_2\Delta B_1-p_2p_1\Delta B_2$. Hence
\begin{equation}
C(t)=\sum_sp_s[w_s+u_s(u_s-V)]e^{-g_st}+p_1p_2\Delta\,\beta(t).
\label{C}
\end{equation}
This is a sum $\sum_ic_ie^{-\lambda_it}$ with rates $g_1,g_2,K$. With $a_s=g_su_s$, the amplitude of the valley memory is
\begin{equation}
c_K=p_1p_2\Delta\left[\frac{g_1u_1}{g_1-K}-\frac{g_2u_2}{g_2-K}\right]
\longrightarrow p_1p_2\Delta^2\quad(K\ll g_s).
\end{equation}

For the time integral, each part of $\beta$ gives
\[
\frac{a_s}{K-g_s}\Big(\frac1{g_s}-\frac1K\Big)=\frac{a_s}{g_sK}=\frac{u_s}{K},
\]
and therefore
\begin{equation}
D=\sum_s\frac{p_s[w_s+u_s(u_s-V)]}{g_s}+\frac{p_1p_2\Delta^2}{K}.
\label{D}
\end{equation}
The last term is intervalley diffusion. An electron in the faster group runs ahead for a time of order $1/K$. At fixed $g_s$ and $p_s$ this term grows without limit as transfer slows, while $\sigma^2$ stays the same. That is why $\sigma^2$ cannot reveal the error of the mean.

\subsection{Samples at spacing $h$}

For one exponential, with $r=e^{-\lambda h}$,
\[
1+2\sum_{j=1}^\infty r^j=1+\frac{2r}{1-r}=\frac{1+r}{1-r}=\coth\frac{\lambda h}{2}.
\]
Weighting by the shares of the variance gives
\begin{equation}
I=\frac1{\sigma^2}\sum_ic_i\coth\frac{\lambda_ih}{2}.
\label{coth}
\end{equation}
For widely spaced samples every $\coth$ tends to 1, and so does $I$. For slow transfer, $Kh\ll1$, the valley term becomes $2c_K/(\sigma^2Kh)$. A small share of the variance can then control the error. For dense sampling, $\coth x\simeq1/x$ gives $\sigma^2hI\to2D$: more samples from the same run cannot push the variance of the mean below the continuous-record value.

\section{Reading the numbers}

The example takes rough values for silicon at 77 K in a field of 0.0002 MV/cm along $[100]$. Four valleys have the light mass 0.19 along the field and form group 1; two have the heavy mass 0.92 and form group 2. Transfers within a group count as ordinary events. The rates are $g=(0.4,0.3)$ and $k=(0.006,0.004)$ per ps, so $p=(0.4,0.6)$ and $1/K=100$ ps.

The drifts are 4.628 and 1.275 in units of $10^6$ cm/s, and
\[
V=0.4(4.628)+0.6(1.275)=2.616 .
\]
In these units, with times in ps, $D$ comes out in cm$^2$/s. The intervalley term is $0.24\,(3.353)^2\times100\simeq270$, out of a total of 387 cm$^2$/s.

The valley memory holds 6.2\% of the variance, but its factor is $\coth(0.025)=40.0$. It contributes $0.0621\times40.0=2.48$ to $I=3.77$. The two momentum terms contribute the other 1.28. With $\sigma=6.665$,
\[
\frac{6.665}{\sqrt{20000}}=0.0471,\qquad
0.0471\sqrt{3.77}=0.0915 .
\]
The second number is the true standard error, and the 600 runs scattered by 0.0900. A continuous record of the same length would have $\sqrt{2(387.3)/10^5}=0.088$, so denser sampling could gain about 4\%.

The formulas were tested against a direct solution of the kinetic equation on a velocity grid from $-45$ to 85 with spacing 0.25, in the same velocity units. Both routes give $D=387.34$ cm$^2$/s and $I=3.768$.

For a long run the mean is nearly Gaussian, with a spread $\sqrt I$ times the naive error. A nominal 95\% interval then covers with probability
\begin{equation}
P=\mathrm{erf}\!\left(\frac{1.96}{\sqrt{2I}}\right).
\end{equation}
This gives 0.69, and the runs gave 0.69.

Two comparisons isolate the cause. With transfer ten times faster, at unchanged $g_s$ and $p_s$, $I$ falls to 1.58 and naive coverage rises to 0.88 by the formula; 300 runs gave 0.897, within their sampling noise of 0.02. With transfer ten times slower, $I$ is 25.65. In the second comparison the event rate of the heavy group is lowered until both drifts agree. Then $D=330.58$ cm$^2$/s both for the original transfer rates and for rates ten times smaller. With unequal drifts the same slowing raises $D$ from 387 to 2817 cm$^2$/s. Slow transfer therefore harms the mean velocity through $\Delta$; at $\Delta=0$ the amplitude $c_K$ vanishes. The naive error still fails in the matched case: (\ref{coth}) gives $I=2.69$ for either transfer rate, because the heavy group now keeps its momentum for 12 ps.

\section{Batch means in general}

Cut the record into $b$ batches of $B=n/b$ samples, with means $Y_i$ and overall mean $\bar x$. The estimate is
\begin{equation}
\widehat{\mathrm{Var}}=\frac1{b(b-1)}\sum_{i=1}^b(Y_i-\bar x)^2 .
\end{equation}
To find its bias, let $\mathrm{Var}_B$ be the variance of one batch mean. Because $\sum_i(Y_i-\bar x)^2=\sum_i(Y_i-V)^2-b(\bar x-V)^2$, the expected sum is $b(\mathrm{Var}_B-\mathrm{Var}_n)$, and
\begin{equation}
E[\widehat{\mathrm{Var}}]=\frac{\mathrm{Var}_B-\mathrm{Var}_n}{b-1}.
\label{bias}
\end{equation}
Independent batches have $\mathrm{Var}_B=b\,\mathrm{Var}_n$, and the estimate is then unbiased.

The finite sum in (\ref{var}) shows how long a batch must be. For one exponential,
\begin{align*}
\sum_{j=1}^{N-1}(N-j)r^j&=\sum_{m=1}^{N-1}\sum_{j=1}^mr^j
=\frac r{1-r}\sum_{m=1}^{N-1}(1-r^m)\\
&=\frac r{1-r}\Big[N-\frac{1-r^N}{1-r}\Big].
\end{align*}
Multiplying by $2/N$ and adding 1 gives
\begin{equation}
\mathrm{Var}_N=\frac1N\sum_ic_i\left[\frac{1+r_i}{1-r_i}
-\frac{2r_i(1-r_i^N)}{N(1-r_i)^2}\right].
\label{finite}
\end{equation}
The second term is the correlation cut off at the ends of a batch. For the valley memory, with $Kh\ll1$ and $BKh\gg1$, it is about $2/[B(Kh)^2]$.

With 25 batches of 800 samples, each spans 4000 ps, or $40/K$. The cut-off part is $2/(800\times0.05^2)=1.0$; weighted by 0.0621 and divided by 3.77 it is 1.6\% of the variance. The full formulas give an expected estimate of 0.983 of the true variance. With 2500 batches of 40 ps, shorter than $1/K$, the ratio is 0.443. Coverage over the 600 runs is 0.962 for the long batches, with the Student factor given below, and 0.817 for the short ones. A coverage counted from 600 runs carries a sampling noise of about 0.009 near 0.95 and up to 0.02 at lower values. Thus 0.96 is consistent with 0.95, while 0.97 lies about two standard deviations above it.

With few batches the estimated error itself fluctuates. If the batch means are nearly independent and Gaussian, Student's factor with $b-1$ degrees of freedom allows for this; for 25 batches it is 2.064 instead of 1.96. The first run gave a mean of 2.684 and a batch error of 0.095, hence the interval $2.684\pm0.196$. Its naive interval, $2.684\pm0.093$, also happens to contain 2.616. One fortunate run does not validate an error bar; coverage over many runs does.

\section{The autocorrelation sum and its window}

The other method estimates $I$ from the record:
\begin{equation}
\hat I(W)=1+2\sum_{j=1}^W\hat\rho_j,\qquad
\widehat{\mathrm{Var}}=\frac{s^2\hat I(W)}{n},
\end{equation}
where $s^2$ is the sample variance. The window $W$ must include the correlations without collecting noise from useless lags. One automatic rule takes the smallest $W\ge5\hat I(W)/2$, that is, five integrated times as estimated so far, with $I/2$ as the integrated time in lags. It tends to $\tau/h$ for dense sampling; here the two are 1.88 and 1.74.

Applied to the velocity, this rule stops on average after 5 lags and gives $\hat I=1.88$, half the true value. Coverage is 0.843. The reason can be computed. After five lags the momentum terms are nearly complete at 1.28. The valley term has supplied
\[
0.0621\Big[1+2\sum_{j=1}^5e^{-0.05j}\Big]=0.0621\,(1+8.63)=0.60
\]
of its eventual 2.48. The running total is 1.88, five of its integrated times are 4.7 lags, and the rule is satisfied while the weak, long tail lies ahead.

The valley record shows that tail undiluted. If $q(t)$ is the probability of being in group 1, then $\dot q=-k_1q+k_2(1-q)=-K(q-p_1)$. The correlation of the occupation is therefore $e^{-Kt}$, and its $I$ is $\coth(Kh/2)=40.0$. The automatic rule applied to this record stops near $5\times40/2=100$ lags, or $5/K$, where the neglected fraction of the tail is about $e^{-5}=0.7\%$.

Using that window for the velocity gives a mean $\hat I$ of 3.76 and coverage of 0.950. A small correction is included. Subtracting the sample mean lowers each autocovariance by about $\sigma^2I/n$, so the sum over lags $-W$ to $W$ loses about $(2W+1)I/n$. Multiplying $\hat I$ by $1+(2W+1)/n$, here 1.01, restores it.

The occupation needs an honest error too. Its naive intervals cover in 24\% of runs, and its batch intervals in 97\%, a high draw about two standard deviations above the nominal 95\%.

\section{Procedure and its limits}

\begin{enumerate}
\item Record the valley with the velocity, and discard several valley relaxation times at the start.
\item Estimate the integrated time of the occupation. If it is longer than the momentum memory, as here, use about five such times as the velocity window.
\item Form some tens of batches, each many valley times long, and compare the batch error with the autocorrelation error.
\item If the record is too short for this, extend it. Here a 1\% standard error requires $2D/(0.01V)^2=1.13\ \mu$s of continuous record, or $\sigma^2hI/(0.01V)^2=1.22\ \mu$s at the 5 ps spacing.
\end{enumerate}
For the first run the two methods give 0.095 and 0.101, against a true 0.0915.

With more than two groups, the window must cover every memory that contributes appreciably to $D$; a slow one can do so with a small share of the variance. No analysis can recover a valley that was never visited: an electron starting in group $s$ makes no transfer during time $t$ with probability $e^{-k_st}$. The run must contain many transfers before any of these error bars deserves trust.

\section{The model beside silicon}

The computed mean velocity corresponds to a mobility of $2.616\times10^6/200\simeq1.3\times10^4$ cm$^2$/(V\,s), a plausible size for lightly doped silicon at 77 K. The transfer rates are inputs, and they are the weak point. At equal temperatures the four light and two heavy valleys would hold 2/3 and 1/3 of the electrons; the assumed 0.4 and 0.6 presuppose that the field heats the light group more, so that it empties faster. With a rough intervalley phonon energy of 0.05 eV, 1.2\% of the light-group and 0.39\% of the heavy-group electrons have enough energy to emit one. To sustain the assumed transfer they would need emission rates of 0.50 and 1.03 per ps, above the model's total event rates. Emission of a 0.05 eV phonon alone, by electrons redrawn at lattice temperature, is thus inconsistent with these constant rates. Hotter carriers, slower transfer, or an event rate that rises with energy could each remove the conflict. A softer phonon eases it: silicon has a weakly coupled intervalley phonon near 0.019 eV, 19\% and 15\% of the electrons lie above that energy, and the rates needed fall to about 0.03 per ps. With a rough coupling of $0.3\times10^8$ eV/cm this phonon emits at only about 0.008 and 0.015 per ps, so it does not suffice alone. Emission and absorption of it and of the stiffer phonons near 0.047 and 0.059 eV, with rough couplings of $2\times10^8$ eV/cm and the model's velocity distributions, give a transfer time near 80 ps. A value near 100 ps is therefore not ruled out. The same estimate gives $k_1/k_2$ near 1 rather than 1.5, so the assumed ratio overstates the emptying of the light group; with those rates $I$ is about 3.1. Redrawing at 120 K, with all rates fixed, lowers $I$ to 3.08. The rates would not stay fixed, however: the same phonon estimate for electrons redrawn at 120 K gives a transfer time near 26 ps and $I$ near 1.7, so the estimate of 80 ps depends strongly on how hot the carriers are. Making the exit rate proportional to the energy of motion along the field changes the mean to 2.56 and $I$ to 3.58. A tenfold error in $K$ matters far more, as the values 1.58 and 25.65 show. At 300 K the number of 0.05 eV phonons is 316 times larger, so transfer by absorption would be much faster and the slow regime should not be assumed. The model also resets the energy at every event. In silicon at 77 K acoustic scattering is nearly elastic, so the energy can relax more slowly than the momentum; with energy-dependent rates this is a third memory, not sized here, which the window must also cover. Electrons that keep their energy between acoustic collisions are also hotter than in the model. This widens the velocity spread and shrinks the valley share of the variance, so $I=3.77$ is a property of the model, and the value in silicon at this field may be only about half as large. Smaller omissions are nonparabolicity, which with a rough coefficient of 0.5 per eV lowers the mean velocity by about 2\%, and collision broadening, 4\% of the thermal energy. At $10^{14}$ electrons per cm$^3$ degeneracy is negligible, and the field is below a thousandth of a rough breakdown field of 0.3 MV/cm. Impurity scattering is not sized. The numerical output below lists most of these values.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 77.0 K
field: 0.0002 MV/cm
masses light, heavy: 0.19, 0.92 m_e
total event rates: 0.4, 0.3 1/ps
transfer rates out: 0.006, 0.004 1/ps
valley relaxation time 1/K: 100.0 ps
sample spacing: 5.0 ps
samples; run length: 20000; 100 ns
occupations light, heavy: 0.4, 0.6
valley drifts: 4.628, 1.275 1e6 cm/s
exact mean velocity: 2.6161 1e6 cm/s
rms velocity spread: 6.665 1e6 cm/s
slow share of variance: 0.0621
D formula, grid: 387.34, 387.34 cm2/s
intervalley part of D: 270.0 cm2/s
integrated time D/variance: 8.719 ps
I formula, grid: 3.7678, 3.7678
I: K times 10, 1, 0.1: 1.58, 3.768, 25.65
matched drifts: D at K, K/10: 330.58, 330.58 cm2/s
unequal drifts: D at K/10: 2817.1 cm2/s
first run mean: 2.6842 1e6 cm/s
first run naive error: 0.0477 1e6 cm/s
first run batch error: 0.0951 1e6 cm/s
first run long-window error: 0.1006 1e6 cm/s
exact standard error: 0.0915 1e6 cm/s
scatter of replica means: 0.0900 1e6 cm/s
replicas: 600
long batches: number, span: 25, 4000 ps
short batches: number, span: 2500, 40 ps
Student factor for long batches: 2.064
expected/true variance long, short: 0.983, 0.443
coverage naive, predicted: 0.688, 0.688
coverage long, short batches: 0.962, 0.817
coverage automatic, long window: 0.843, 0.95
mean I automatic, long window: 1.884, 3.763
mean window automatic, long: 5.04, 100 lags
occupancy I: 40.01
occupancy coverage naive, predicted, batch: 0.237, 0.243, 0.967
naive coverage, K times 10: 0.897
run for 1% standard error: 1.132 us
I if redraw temperature is 120 K: 3.079
energy-dependent exit: mean: 2.559 1e6 cm/s
energy-dependent exit: I: 3.579
rough phonon energy: 0.05 eV
fraction above phonon energy: 0.012, 0.00387
emission rate needed above it: 0.501, 1.03 1/ps
mean energies light, heavy: 0.0123, 0.0108 eV
nonparabolicity, rough 0.5/eV times energy: 0.0061, 0.0054
density 1e14 cm-3 over band density: 2.80e-05
collision width over kT: 0.040
energy gained per mean flight: 0.00231 eV
field over rough breakdown 0.3 MV/cm: 6.7e-04
phonon number 300 K over 77 K: 316
\end{verbatim}
